# The skew angle of a collinear atom–diatom reaction

## Problem

In the reaction A + BC → AB + C, the three atoms stay on one line in the order A, B, C. Their masses are \(m_A\), \(m_B\), \(m_C\), with sum \(M\), and their positions are \(x_A<x_B<x_C\). The two neighbour distances are

\[
r_1=x_B-x_A,\qquad r_2=x_C-x_B .
\]

The nuclei move classically on a potential \(V(r_1,r_2)\), and the centre of mass is at rest.

(a) Find coordinates \(Q_1,Q_2\), linear in \(r_1,r_2\), in which the kinetic energy is that of a single point of mass \(\mu\):

\[
T=\frac{\mu}{2}\left(\dot Q_1^2+\dot Q_2^2\right).
\]

(b) In the \((Q_1,Q_2)\) plane the allowed region \(r_1>0,\ r_2>0\) is a wedge. Express its opening angle \(\beta\), the skew angle, through the masses.

(c) Evaluate \(\beta\) for H + H₂ and for Cl + HCl, with average atomic masses 1.008 u for H and 35.450 u for Cl.

## A first estimate by scaling

If \(T\) has the form required in (a), lengths in the plane are fixed by kinetic energy. A displacement \(d\) that sets an effective mass \(m_{\rm eff}\) in motion has length \(\sqrt{m_{\rm eff}/\mu}\;d\), because \(\tfrac12 m_{\rm eff}\dot d^2\) must equal \(\tfrac12\mu\) times the squared speed in the plane.

Let B be much lighter than A and C. The corner of the wedge is the point \(r_1=r_2=0\). Two displacements measure the wedge:

- Separating A and C from zero to a distance \(L\) leads away from the corner. The effective mass is roughly the reduced mass \(\mu_{AC}=m_Am_C/(m_A+m_C)\), so the length is about \(\sqrt{\mu_{AC}/\mu}\,L\).
- Carrying B from A to C at fixed \(L\) leads from one edge of the wedge to the other. The effective mass is roughly \(m_B\), so the length is about \(\sqrt{m_B/\mu}\,L\).

For a narrow wedge, the angle in radians is the width divided by the distance from the corner:

\[
\beta_0=\sqrt{\frac{m_B}{\mu_{AC}}}=\sqrt{\frac{m_B(m_A+m_C)}{m_Am_C}} .
\]

For Cl + HCl this gives \(\beta_0=\sqrt{2\times1.008/35.450}=0.2385\) rad, or 13.7°. For H + H₂ it gives \(\sqrt2\) rad, or 81°. The second value is suspect, since B is not light there and the wedge is not narrow.

## Exact solution

### Kinetic energy in the two distances

From the definitions, \(\dot x_B=\dot x_A+\dot r_1\) and \(\dot x_C=\dot x_A+\dot r_1+\dot r_2\). The total momentum vanishes:

\[
M\dot x_A+(m_B+m_C)\dot r_1+m_C\dot r_2=0 .
\]

Solving for \(\dot x_A\), and then adding \(\dot r_1\) and \(\dot r_2\) in turn, gives

\[
\begin{aligned}
\dot x_A&=-\frac{(m_B+m_C)\dot r_1+m_C\dot r_2}{M},\\
\dot x_B&=\frac{m_A\dot r_1-m_C\dot r_2}{M},\\
\dot x_C&=\frac{m_A\dot r_1+(m_A+m_B)\dot r_2}{M}.
\end{aligned}
\]

These go into \(2T=m_A\dot x_A^2+m_B\dot x_B^2+m_C\dot x_C^2\). The coefficients in \(2M^2T\) are as follows.

For \(\dot r_1^2\):

\[
m_A(m_B+m_C)^2+m_Bm_A^2+m_Cm_A^2=m_A(m_B+m_C)M .
\]

For \(\dot r_1\dot r_2\):

\[
2m_Am_C\left[(m_B+m_C)-m_B+(m_A+m_B)\right]=2m_Am_CM .
\]

For \(\dot r_2^2\):

\[
m_Am_C^2+m_Bm_C^2+m_C(m_A+m_B)^2=m_C(m_A+m_B)M .
\]

Dividing by \(2M^2\),

\[
T=\frac{m_A(m_B+m_C)\dot r_1^2+2m_Am_C\dot r_1\dot r_2+m_C(m_A+m_B)\dot r_2^2}{2M}.
\]

The cross term is the reason for the skew. If \(r_1\) and \(r_2\) are plotted at right angles, the motion on the potential map is not that of a point with one mass.

### Removing the cross term

Define

\[
\mu=\frac{m_A(m_B+m_C)}{M},\qquad c=\frac{m_C}{m_B+m_C}.
\]

Then \(m_Am_C/M=\mu c\), and the first two terms of \(T\) are \(\tfrac{\mu}{2}(\dot r_1^2+2c\,\dot r_1\dot r_2)\). Completing the square adds \(\tfrac{\mu}{2}c^2\dot r_2^2\), which must be subtracted again:

\[
T=\frac{\mu}{2}(\dot r_1+c\,\dot r_2)^2+\frac12\left[\frac{m_C(m_A+m_B)}{M}-\mu c^2\right]\dot r_2^2 .
\]

With \(\mu c^2=m_Am_C^2/[M(m_B+m_C)]\), the bracket becomes

\[
\frac{m_C}{M(m_B+m_C)}\left[(m_A+m_B)(m_B+m_C)-m_Am_C\right].
\]

Multiplying out, the terms \(m_Am_C\) cancel and leave

\[
(m_A+m_B)(m_B+m_C)-m_Am_C=m_B(m_A+m_B+m_C)=m_BM .
\]

The bracket is therefore \(m_Bm_C/(m_B+m_C)=\mu_{BC}\), the reduced mass of BC. The combination \(r_1+c\,r_2\) is the distance from A to the centre of mass of BC, and \(\mu\) is the reduced mass of A relative to BC.

It remains to give both terms the same mass, by rescaling \(r_2\):

\[
Q_1=r_1+c\,r_2,\qquad Q_2=s\,r_2,\qquad s=\sqrt{\frac{\mu_{BC}}{\mu}} .
\]

This answers (a). Because the map is linear with constant coefficients, the Lagrangian \(\tfrac{\mu}{2}(\dot Q_1^2+\dot Q_2^2)-V\) gives \(\mu\ddot{\mathbf Q}=-\nabla V\): one point of mass \(\mu\) moves on the potential drawn in the \(Q\) plane.

### The angle

In vector form,

\[
(Q_1,Q_2)=r_1\,(1,0)+r_2\,(c,s).
\]

The edge \(r_2=0\) points along \((1,0)\) and the edge \(r_1=0\) along \((c,s)\). Positive \(r_1,r_2\) fill the wedge between them, so \(\tan\beta=s/c\). Squaring,

\[
\tan^2\beta=\frac{\mu_{BC}}{\mu c^2}
=\frac{m_Bm_C}{m_B+m_C}\cdot\frac{M(m_B+m_C)}{m_Am_C^2},
\]

and after cancellation

\[
\boxed{\tan^2\beta=\frac{m_BM}{m_Am_C}}
\]

The squared tangent alone would also admit \(180^\circ-\beta\). Since \(c\) and \(s\) are both positive, the angle is acute. The sign of \(c\) comes from the positive cross term in \(T\).

Another choice of \(\mu\) would multiply \(Q_1\) and \(Q_2\) by one common factor and leave the angle unchanged. The angle depends on mass ratios and not on the potential, so by itself it gives neither a barrier height nor a rate.

### What the angle does to the motion

In the entrance valley, \(r_2\) stays near the bond length of BC while \(r_1\) shrinks, so the point travels along \((-1,0)\). In the exit valley, \(r_1\) stays near the bond length of AB while \(r_2\) grows, so it travels along \((c,s)\). A reactive path must therefore turn through \(180^\circ-\beta\). The smaller the skew angle, the closer this comes to a full reversal.

A model without bonds, in which the atoms are hard points that collide elastically, makes the angle countable. At an A–B impact the force depends on \(r_1\) alone, so in the \(Q\) plane it is perpendicular to the edge \(r_1=0\). The velocity along the edge is kept, and energy conservation reverses the velocity across it. This is a mirror reflection, and the same holds for B–C impacts at the other edge.

Reflecting the wedge instead of the path turns the path into a straight line. Seen from the corner, a complete straight line sweeps 180° and crosses edges spaced by \(\beta\). Counted over the whole path, from a start that no earlier impact precedes (for example with both gaps closing) until the atoms separate for good, the number of impacts is thus one of the two integers enclosing \(180^\circ/\beta\). If that ratio is itself an integer, the number equals it, apart from special paths that hit the corner or run parallel to an edge.

### Evaluation

**H + H₂.** With three equal masses \(m\), \(\tan^2\beta=m\cdot3m/m^2=3\), so

\[
\beta=60^\circ ,
\]

whatever the value of \(m\). The reactive path turns through 120°. Hard atoms collide 3 times on a generic path. The special path that enters along \((-1,0)\), parallel to an edge, with B and C at rest relative to each other, has only 2 impacts: A passes its velocity to B, and B passes it to C.

**Cl + HCl.** Here \(M=71.908\) u, and

\[
\tan^2\beta=\frac{1.008\times71.908}{35.450^2}=0.05768,\qquad \tan\beta=0.2402,
\]

\[
\beta=13.5^\circ .
\]

This value uses the average mass of Cl, which no single atom has. With isotopic masses the angle is 13.6° when both atoms are ³⁵Cl and 13.2° when both are ³⁷Cl. For the average mass the path turns through 166.5°. The ratio \(180^\circ/\beta\) is 13.33, and simulated hard-atom collisions show both 13 and 14 impacts, depending on the starting velocities and gaps. In this model the impacts alternate between A–B and B–C, so the light atom rattles between the heavy ones. The count belongs to the bond-free model and is not a prediction for the real reaction.

A numerical case shows the coordinates at work. Take \(r_1=2\) Å, \(r_2=1\) Å, \(\dot r_1=-2\) km/s and \(\dot r_2=1\) km/s. For H + H₂, \(c=0.5\), \(s=0.8660\) and \(\mu=0.6720\) u. The point lies at \(Q_1=2+0.5\times1=2.5\) Å and \(Q_2=0.866\) Å, with velocities \(\dot Q_1=-2+0.5=-1.5\) km/s and \(\dot Q_2=0.866\) km/s. To the digits used here, 1 u (km/s)² per molecule is 1 kJ/mol, so

\[
T=\tfrac12\times0.6720\times(2.25+0.75)=1.008\ \text{kJ/mol}.
\]

The atoms themselves move at 1, −1 and 0 km/s, which gives \(\tfrac12\times1.008\times(1+1)=1.008\) kJ/mol, the same value. Dropping the cross term from \(T\) would give 1.680 kJ/mol.

For Cl + HCl with the same distances and velocities, both routes give 9.98 kJ/mol, while dropping the cross term gives 44.93 kJ/mol, about 4.5 times the true value. A right-angled plot would misrepresent this motion badly.

The numerical check checks the kinetic energy, the angle, the equation of motion and the impact counts numerically.

## Comparison of the estimate with the exact result

| Reaction | Estimate \(\beta_0\) | Exact \(\beta\) |
|---|---|---|
| Cl + HCl | 13.7° | 13.5° |
| H + H₂ | 81° | 60° |

Relative to the exact angle, the estimate is about 1% too large for Cl + HCl and 35% too large for H + H₂. To see why, write \(M=(m_A+m_C)+m_B\) in the exact formula:

\[
\tan^2\beta=\beta_0^2\,(1+\delta),\qquad \delta=\frac{m_B}{m_A+m_C}.
\]

The estimate thus follows from the exact formula by two approximations. It neglects \(\delta\), which means replacing \(M\) by \(m_A+m_C\), and it replaces the tangent by the angle. For a light B, use \(\sqrt{1+\delta}\approx1+\delta/2\) and \(\arctan t\approx t-t^3/3\). To first order in \(m_B\),

\[
\beta\approx\beta_0\left(1+\frac{\delta}{2}-\frac{\beta_0^2}{3}\right).
\]

The two corrections have opposite signs. Since \(\beta_0^2/\delta=(m_A+m_C)^2/(m_Am_C)\ge4\), the negative one is the larger, so the estimate is too high in this regime. For \(m_A=m_C=m\), \(\delta=m_B/(2m)\) and \(\beta_0^2=2m_B/m\), and the bracket becomes

\[
1+\frac{m_B}{4m}-\frac{2m_B}{3m}=1-\frac{5m_B}{12m}.
\]

For Cl + HCl this is \(1-0.012\), which accounts for the difference between 13.7° and 13.5°. For H + H₂ the expansion parameter \(m_B/m\) is 1, and the expansion has no claim to accuracy.

For a heavy central atom the estimate fails altogether: \(\beta_0\) grows without bound as \(m_B\) increases, whereas the exact \(\tan\beta\) grows without bound and \(\beta\) approaches 90°. With Cl in the middle, H + ClH has \(\beta=88.4^\circ\). A heavy B hardly recoils, so the motions of A and C nearly decouple and the plot of \(r_1\) against \(r_2\) needs almost no skewing. The axes still need different scales if \(m_A\ne m_C\), since \(s\to\sqrt{m_C/m_A}\) in this limit.

All these angles describe motion on a line. If the three atoms bend, further coordinates enter the kinetic energy, and a point moving in this plane no longer represents the whole motion.

## Values computed for the example and the checks

```
mass of H: 1.008 u;  mass of Cl: 35.450 u
chosen geometry: r1 = 2.0, r2 = 1.0 angstrom
chosen velocities: r1' = -2.0, r2' = 1.0 km/s
--- H + H2 ---
total mass M: 3.024 u
scaled mass mu: 0.6720 u
coefficient c: 0.50000;  coefficient s: 0.86603
tan^2(beta) from geometry: 3.00000
tan(beta): 1.73205
skew angle beta: 60.00 degrees
180 degrees / beta: 3.000
hard-atom impact counts found: [3]
Q1 = 2.5000, Q2 = 0.8660 angstrom
velocities of A, B, C: 1.0000, -1.0000, 0.0000 km/s
Q1' = -1.5000, Q2' = 0.8660 km/s
kinetic energy, three atoms: 1.0080 kJ/mol
kinetic energy, one point: 1.0080 kJ/mol
cross term alone: -0.6720 kJ/mol
value without cross term: 1.6800 kJ/mol
--- Cl + HCl ---
total mass M: 71.908 u
scaled mass mu: 17.9735 u
coefficient c: 0.97235;  coefficient s: 0.23352
tan^2(beta) from geometry: 0.05768
tan(beta): 0.24016
skew angle beta: 13.50 degrees
180 degrees / beta: 13.329
hard-atom impact counts found: [13, 14]
Q1 = 2.9724, Q2 = 0.2335 angstrom
velocities of A, B, C: 0.5210, -1.4790, -0.4790 km/s
Q1' = -1.0276, Q2' = 0.2335 km/s
kinetic energy, three atoms: 9.9806 kJ/mol
kinetic energy, one point: 9.9806 kJ/mol
cross term alone: -34.9531 kJ/mol
value without cross term: 44.9337 kJ/mol
--- contrast and tests ---
skew angle, H + ClH (Cl central): 88.42 degrees
largest angle error, 200 mass sets: 8.0e-16 rad
trajectory mismatch, model units: 9.0e-11
```
